# Current-Induced Force on an Ion from Occupied Scattering States

## First half: from one reflected wave to the force formula

### What symmetry and dimensions already fix

An ion sits between two metallic leads, L on the left and R on the right. Electrons arrive from lead $\alpha$ at energy $E$ with occupation $f_\alpha(E)$, a number between 0 and 1. The electrons are independent particles in a given mean field. The force on the ion is then the expectation value of a one-electron operator, and it is linear in the occupations:

$$
F=2\int dE\,\left[f_L(E)\,w_L(E)+f_R(E)\,w_R(E)\right].
$$

The factor 2 counts spin. Since $F$ is an energy divided by a length and $dE$ is an energy, each kernel $w_\alpha$ is an inverse length. A positive sign means a force to the right.

Suppose that the ion and its surroundings are symmetric under reflection through the ion. The reflection exchanges the two leads and reverses the force, so $w_R=-w_L$ and

$$
F=2\int dE\,\left[f_L(E)-f_R(E)\right]w_L(E).
$$

The force vanishes when the two occupations are equal. What remains is to find $w_L$. If the only length in the incoming wave is $1/k$, with $k$ its wave number, then $w_L$ must be $k$ times a dimensionless number that describes the scattering. That number can depend on the lengths of the scatterer and on how the ion moves relative to its surroundings, so dimensions alone do not fix it. The simplest case, a rigid scatterer, gives it in closed form.

### A rigid scatterer in a uniform medium

Take one dimension, a uniform medium, and a short-range potential $V(z-a)$ carried rigidly by the ion at position $a$. With $c=\hbar^2/2m$, the electron Hamiltonian is

$$
H=-c\frac{d^2}{dz^2}+V(z-a),\qquad \frac{\partial H}{\partial a}=-V'(z-a).
$$

The wave incident from the left is

$$
\psi=N(e^{ikz}+r e^{-ikz})\ \text{on the left},\qquad
\psi=N\tau e^{ikz}\ \text{on the right},
$$

with $E=ck^2$. The reflection and transmission probabilities are $\mathcal R=|r|^2$ and $T=|\tau|^2$, and $\mathcal R+T=1$.

The amplitude $N$ follows from energy normalization, $\langle\psi_E|\psi_{E'}\rangle=\delta(E-E')$. A wave $Ne^{ikz}$ on the whole line has overlap $2\pi N^2\delta(k-k')$. Since $\delta(k-k')=(dE/dk)\,\delta(E-E')$ and $dE/dk=\hbar v$, with $v$ the group velocity,

$$
N^2=\frac{1}{2\pi\hbar v}=\frac{1}{4\pi ck}.
$$

The last form uses $\hbar v=2ck$. That a scattering state has the same normalization as its incident wave is shown below. The incident flux is $N^2v=1/(2\pi\hbar)$, so this is the arrival rate per unit energy of a fully occupied channel of one spin.

The candidate kernel is minus the expectation value of $\partial H/\partial a$:

$$
w_L=-\langle\psi|\partial_aH|\psi\rangle=\int V'(z-a)\,|\psi(z)|^2\,dz.
$$

To evaluate it, define the momentum-flux function

$$
P(z)=c|\psi'|^2+(E-V)|\psi|^2.
$$

The Schrödinger equation reads $c\psi''=(V-E)\psi$. Differentiating $P$ gives

$$
\begin{aligned}
P'&=c(\psi''^*\psi'+\psi'^*\psi'')+(E-V)(\psi'^*\psi+\psi^*\psi')-V'|\psi|^2\\
&=(V-E)(\psi^*\psi'+\psi'^*\psi)+(E-V)(\psi'^*\psi+\psi^*\psi')-V'|\psi|^2\\
&=-V'|\psi|^2 .
\end{aligned}
$$

The integral is therefore the difference $P(-\infty)-P(\infty)$. On the left,

$$
P=ck^2N^2\left(|e^{ikz}-re^{-ikz}|^2+|e^{ikz}+re^{-ikz}|^2\right)=2ck^2N^2(1+\mathcal R),
$$

because the cross terms cancel. On the right, $P=2ck^2N^2T$. Hence

$$
w_L=2ck^2N^2(1+\mathcal R-T)=4ck^2N^2\mathcal R=\frac{k\mathcal R}{\pi}.
$$

This can be written as $(2\hbar k)\,\mathcal R/(2\pi\hbar)$. Each reflected electron delivers momentum $2\hbar k$, and electrons are reflected at the rate $\mathcal R/(2\pi\hbar)$ per unit energy. The dimensionless number sought above is $\mathcal R/\pi$. Without reflection the force vanishes, and for a perfect mirror $w_L=k/\pi$. Waves from the right have the same reflection probability and give $w_R=-k\mathcal R/\pi$.

For a numerical case, take a free electron of energy 5 eV and the barrier $V(z)=V_0e^{-(z/s)^2}$ with $V_0=5$ eV and $s=1$ Å. Integrating the Schrödinger equation from $z=8$ Å to $z=-8$ Å with an adaptive Runge–Kutta method gives $\mathcal R=0.3506$ at $k=1.1456$ Å$^{-1}$. The momentum formula yields

$$
w_L=\frac{1.1456\times0.3506}{\pi}\ \text{Å}^{-1}=0.1279\ \text{Å}^{-1}.
$$

The integral of $V'|\psi|^2$, accumulated along the same solution, is also 0.1279 Å$^{-1}$.

This case relies on a uniform medium. In a crystal the neighbouring ions also take up momentum, and counting reflected electrons does not say how much goes to one chosen ion. The expectation value of $\partial H/\partial a$ needs no such count, so it is the part to generalize.

### The force operator

Let $x$ be any coordinate of the ion, $p$ its momentum and $M$ its mass. The full Hamiltonian contains $p^2/2M$, a classical ion–ion energy $U(x)$ and the electron part $H(x)$. The commutator $[H(x),p]=i\hbar\,\partial H/\partial x$ gives the Heisenberg equation

$$
\frac{dp}{dt}=\frac{i}{\hbar}\left[H(x)+U(x),p\right]
=-\frac{\partial U}{\partial x}-\frac{\partial H}{\partial x}.
$$

Now treat the ion as a classical particle: its wave packet is narrow, and its correlation with the electrons is neglected. Averaging over the electrons gives

$$
M\ddot x=-\frac{dU}{dx}+F,\qquad
F=-2\,\mathrm{Tr}\left[\rho(t)\,\frac{\partial H}{\partial x}\right].
$$

Here $\rho$ is the one-electron density matrix per spin, with $i\hbar\,\dot\rho=[H,\rho]$. This derivation follows Ehrenfest's argument and requires no eigenstate, no equilibrium and no variational principle.

The name Hellmann–Feynman comes from the bound-state case. For a normalized eigenstate $|n\rangle$ with energy $\varepsilon_n(x)$,

$$
\frac{d\varepsilon_n}{dx}=\langle n|\partial_xH|n\rangle+\varepsilon_n\frac{d}{dx}\langle n|n\rangle
=\langle n|\partial_xH|n\rangle .
$$

A scattering state has no such energy slope. Its energy is set by the incoming wave and stays fixed when the ion moves. The expectation value keeps its meaning as a force, but it is not the derivative of that energy.

Two conventions matter here. First, $\partial H/\partial x$ is taken in a basis that does not move with the ion. In an orthonormal tight-binding model, the functions $H_{ij}(x)$ themselves define the model. Second, in a self-consistent mean-field theory the force is the derivative of the energy functional at fixed electron density. Then $\partial H/\partial x$ contains only the explicit dependence on the ion position. The response of the screening potential affects $\rho$, but it is not differentiated again.

### Why the incoming occupations determine the density matrix

Hold the ion fixed. Before time zero the leads are separate, with Hamiltonian $H_0$, and each is filled according to its own $f_\alpha$. At time zero a local coupling $W$ is switched on, so that $H=H_0+W$. Let $|\phi_{\alpha E}\rangle$ be the energy-normalized states of the isolated leads. Apart from a possible local occupation of the ion,

$$
\rho(0)=\sum_\alpha\int dE\,f_\alpha(E)\,|\phi_{\alpha E}\rangle\langle\phi_{\alpha E}|.
$$

This $\rho(0)$ commutes with $H_0$. A factor $e^{iH_0t/\hbar}$ can therefore be inserted on its left, and its inverse on its right, without changing it:

$$
\rho(t)=e^{-iHt/\hbar}\rho(0)e^{iHt/\hbar}=\mathcal U(t)\rho(0)\,\mathcal U^\dagger(t),
\qquad \mathcal U(t)=e^{-iHt/\hbar}e^{iH_0t/\hbar}.
$$

The derivative of $\mathcal U$ is $-(i/\hbar)e^{-iHt/\hbar}We^{iH_0t/\hbar}$. Integrating it and acting on a lead state gives

$$
\mathcal U(t)|\phi_{\alpha E}\rangle=|\phi_{\alpha E}\rangle
-\frac{i}{\hbar}\int_0^t ds\,e^{i(E-H)s/\hbar}W|\phi_{\alpha E}\rangle .
$$

For wave packets in ideal leads with a local coupling, the long-time limit exists. For a state of sharp energy it is taken with a damping factor $e^{-\eta s/\hbar}$, where $\eta\to0^+$. Since $\int_0^\infty ds\,e^{iAs/\hbar}=i\hbar/A$ when $A$ has a positive imaginary part,

$$
|\psi_{\alpha E}\rangle=|\phi_{\alpha E}\rangle+\frac{1}{E-H+i0^+}\,W|\phi_{\alpha E}\rangle .
$$

This is the Lippmann–Schwinger equation. The added term contains outgoing waves only, because of the sign of $i0^+$. The incoming part of $\psi_{\alpha E}$ therefore equals that of $\phi_{\alpha E}$, and it lies in lead $\alpha$. This is the meaning of "incident from $\alpha$".

The normalization follows as well. Each $\mathcal U(t)$ is unitary, so its limit preserves scalar products:

$$
\langle\psi_{\alpha E}|\psi_{\beta E'}\rangle=\delta_{\alpha\beta}\,\delta(E-E').
$$

In an isolated half-line, $\phi$ is a standing wave $2N\sin(ky+\theta)$, with $y$ the distance into the lead. Its overlap is $4N^2(\pi/2)\delta(k-k')=2\pi N^2\delta(k-k')$. The incoming amplitude is thus again $N=1/\sqrt{2\pi\hbar v}$, as used for the barrier.

An electron initially on the ion spreads into the leads if $H$ has no bound states, and its contribution near the ion dies out. The local density matrix then tends to

$$
\rho_s(x)=\sum_\alpha\int dE\,f_\alpha(E)\,|\psi_{\alpha E}(x)\rangle\langle\psi_{\alpha E}(x)| .
$$

Inserting this in the Ehrenfest force gives the general result:

$$
F=-2\sum_{\alpha=L,R}\int dE\,f_\alpha(E)\,\langle\psi_{\alpha E}|\partial_xH|\psi_{\alpha E}\rangle .
$$

So $w_\alpha=-\langle\psi_{\alpha E}|\partial_xH|\psi_{\alpha E}\rangle$, in any geometry. If a lead has several open channels, $\alpha$ also labels the channel.

Bound states add $-2\sum_b n_b\langle b|\partial_xH|b\rangle$. In this independent-electron theory the lead occupations alone do not fix $n_b$, which also depends on the initial state of the ion. If there are several bound states, coherences between them can oscillate without decay, and a steady force need not exist.

As a limit, let $f_L=f_R=f$. Without bound states the scattering states are complete, so $\rho_s=f(H)$. For a Fermi function $f$ this is the equilibrium density matrix of the connected system. The memory of the separate leads has disappeared.

### What the word adiabatic leaves out

Let the ion now move slowly, and write $\rho(t)=\rho_s(x(t))+\delta\rho(t)$. Because $\rho_s$ commutes with $H$ at each position, the equation of motion becomes

$$
\frac{d}{dt}\delta\rho=-\frac{i}{\hbar}[H,\delta\rho]-\dot x\,\frac{\partial\rho_s}{\partial x}.
$$

The last term is the source of the lag. To first order in the velocity, $H$ and $\dot x$ can be held constant while the equation is integrated:

$$
\delta\rho=-\dot x\int_0^\infty ds\,e^{-iHs/\hbar}\,\frac{\partial\rho_s}{\partial x}\,e^{iHs/\hbar}.
$$

The integral is needed only for matrix elements near the ion, and it is assumed to converge there as the disturbance leaves through the leads. The adiabatic force drops $\delta\rho$. Its first correction is linear in $\dot x$. The approximation requires the ion to move little, compared with the distance over which $H$ changes, during the time that electrons remember its earlier position. A very long-lived resonance or a bound state can violate this condition.

## Second half: the scattering matrix, equilibrium and a bonded ion

The ion coordinate is $x$, and $f_\alpha(E)$ is the occupation of states incident from lead $\alpha=L,R$. These states are energy-normalized, with incoming amplitude $N=1/\sqrt{2\pi\hbar v}$. For independent electrons, a slow classical ion and no bound states, the first half found

$$
F=2\sum_\alpha\int dE\,f_\alpha w_\alpha,\qquad
w_\alpha=-\langle\psi_{\alpha E}|\partial_xH|\psi_{\alpha E}\rangle .
$$

For a rigid scatterer in a uniform one-dimensional medium, $w_L=k\mathcal R/\pi$, with $\mathcal R$ the reflection probability.

### The kernel from outgoing waves

If $\partial_xH$ is confined to a finite region, the kernel can be read from the waves outside it. Let $y$ measure distance outward in each lead. In lead $\gamma$ the state incident from $\beta$ is

$$
\psi_\beta=N\left(\delta_{\gamma\beta}e^{-iky}+S_{\gamma\beta}e^{iky}\right),
$$

which defines the scattering matrix $S$. Differentiate $(E-H)\psi_\alpha=0$ with respect to $x$ at fixed $E$:

$$
(E-H)\chi=(\partial_xH)\psi_\alpha,\qquad \chi=\partial_x\psi_\alpha .
$$

The incoming wave is fixed, so in lead $\gamma$ only an outgoing wave remains: $\chi=N(\partial_xS_{\gamma\alpha})e^{iky}$. Multiply by $\psi_\beta^*$ and integrate over a finite region that contains all of $\partial_xH$. Since $(E-H)\psi_\beta=0$, only a boundary term survives. For a continuum lead with $H=-c\,d^2/dy^2$ it is

$$
\langle\psi_\beta|\partial_xH|\psi_\alpha\rangle
=c\sum_\gamma\left[\psi_\beta^*\frac{d\chi}{dy}-\frac{d\psi_\beta^*}{dy}\chi\right]_\gamma .
$$

The term with $\delta_{\gamma\beta}e^{iky}$ cancels, because both factors have the same logarithmic derivative $ik$. The term with $S^*_{\gamma\beta}e^{-iky}$ gives $ik-(-ik)=2ik$. With $N^2=1/(4\pi ck)$,

$$
\langle\psi_\beta|\partial_xH|\psi_\alpha\rangle
=2ickN^2\sum_\gamma S^*_{\gamma\beta}\,\partial_xS_{\gamma\alpha}
=\frac{i}{2\pi}\left(S^\dagger\partial_xS\right)_{\beta\alpha}.
$$

In a tight-binding lead with hopping $-t$, the boundary term is $t(\psi_n^*\chi_{n+1}-\psi_{n+1}^*\chi_n)$. Its outgoing part contains $2it\sin k$, and $N^2=1/(4\pi t\sin k)$, so the prefactor is again $i/2\pi$. In both cases

$$
w_\alpha=-\frac{i}{2\pi}\left(S^\dagger\partial_xS\right)_{\alpha\alpha}.
$$

The rigid scatterer provides a limit. Moving it by $a$ lengthens the path of a wave reflected on the left by $2a$, so $r\to re^{2ika}$. The transmission amplitude is unchanged. Hence $(S^\dagger\partial_aS)_{LL}=2ik\mathcal R$, and $w_L=k\mathcal R/\pi$ returns with the correct sign.

### Equal occupations and unequal ones

At equal occupations the force should follow from the grand potential

$$
\Omega=-2k_BT\,\mathrm{Tr}\ln\left[1+e^{-(H-\mu)/k_BT}\right].
$$

For a function $g(H)$, the cyclic property of the trace gives $\partial_x\mathrm{Tr}\,g(H)=\mathrm{Tr}[g'(H)\,\partial_xH]$. Here $g'(H)=2f(H)$, with $f$ the Fermi function, and so

$$
-\frac{\partial\Omega}{\partial x}=-2\,\mathrm{Tr}\left[f(H)\,\partial_xH\right]=F .
$$

The last equality uses $\rho_s=f(H)$. For unequal occupations, rearranging the products gives

$$
F=\int dE\,\left[(f_L+f_R)(w_L+w_R)+(f_L-f_R)(w_L-w_R)\right].
$$

I call the two terms the sum part and the difference part. The sum part is not in general the equilibrium force at the mean chemical potential, because $(f_L+f_R)/2$ is not a Fermi function at that potential. Bias can therefore change both parts. At a mirror-symmetric position $w_L+w_R=0$, and the whole force comes from the difference part.

### An ion held by two bonds

Now let the ion be site 0 of an infinite chain, with one orbital per site and site spacing absorbed in $k$. The leads have zero on-site energy, hopping $-t$ and band energy $E=-2t\cos k$, with $0<k<\pi$. The ion level is $\varepsilon_0$. Its hoppings to sites $-1$ and $1$ are $-b_L$ and $-b_R$, where

$$
b_L=be^{-qx},\qquad b_R=be^{qx}.
$$

Moving to the right weakens the left bond and strengthens the right one. From $\partial_xb_L=-qb_L$ and $\partial_xb_R=qb_R$,

$$
w=2q\left[b_R\,\mathrm{Re}(\psi_0^*\psi_1)-b_L\,\mathrm{Re}(\psi_{-1}^*\psi_0)\right].
$$

A bond with a positive real part pulls the ion toward that neighbour, and one with a negative real part pushes it away. The kernel is the right bond's pull minus the left bond's pull, with a push counted as a negative pull.

For incidence from the left, set $\psi_n=N(e^{ikn}+re^{-ikn})$ for $n\le-1$ and $\psi_n=N\tau e^{ikn}$ for $n\ge1$. The lead equations at sites $-1$ and $1$ require

$$
tN(1+r)=b_L\psi_0,\qquad tN\tau=b_R\psi_0 .
$$

Eliminating $r$ and $\tau$ gives the neighbouring amplitudes:

$$
\psi_{-1}=N(e^{-ik}+re^{ik})=-2iN\sin k+\frac{b_L}{t}e^{ik}\psi_0,\qquad
\psi_1=\frac{b_R}{t}e^{ik}\psi_0 .
$$

The equation at the ion is $(E-\varepsilon_0)\psi_0=-b_L\psi_{-1}-b_R\psi_1$. Substitution yields

$$
\psi_0=\frac{2iNb_L\sin k}{D},\qquad
D=E-\varepsilon_0+\frac{b_L^2+b_R^2}{t}e^{ik}.
$$

With $N^2=1/(4\pi t\sin k)$, the quantities in the force are

$$
|\psi_0|^2=\frac{b_L^2\sin k}{\pi t|D|^2},\qquad
\mathrm{Re}(\psi_0^*\psi_1)=\frac{b_R\cos k}{t}|\psi_0|^2,
$$

$$
\mathrm{Re}(\psi_{-1}^*\psi_0)=\frac{b_L\cos k}{t}|\psi_0|^2
-\frac{b_L\sin k}{\pi t}\frac{\mathrm{Re}D}{|D|^2}.
$$

The minus sign in the last term comes from $(2iN\sin k)^2=-4N^2\sin^2k$. Inserting these expressions gives

$$
w_L=\frac{2q\,b_L^2\sin k}{\pi t|D|^2}
\left[\frac{(b_R^2-b_L^2)\cos k}{t}+\mathrm{Re}D\right].
$$

Reflection exchanges $b_L$ with $b_R$ and reverses the force. Therefore

$$
w_R=\frac{2q\,b_R^2\sin k}{\pi t|D|^2}
\left[\frac{(b_R^2-b_L^2)\cos k}{t}-\mathrm{Re}D\right].
$$

The transmission probability is $T=|\tau|^2=4b_L^2b_R^2\sin^2k/(t^2|D|^2)$.

At $x=0$ both bonds equal $b$. Using $\cos k=-E/2t$,

$$
w_L=-w_R=\frac{2qb^2\sin k}{\pi t|D|^2}\,\mathrm{Re}D,\qquad
\mathrm{Re}D=E\left(1-\frac{b^2}{t^2}\right)-\varepsilon_0 .
$$

For a perfect chain, $b=t$ and $\varepsilon_0=0$. Then $\mathrm{Re}D=0$, the transmission is one and the force kernel vanishes. In an imperfect chain $w_L$ can have either sign. This differs from the rigid scatterer, for which an electron from the left pushes to the right. Here the ion moves relative to its neighbours, which changes its two bonds in opposite ways. The kernel is the difference between their pulls, and at $x=0$ it has the sign of $\mathrm{Re}D$. It does not count the momentum of reflected electrons.

### Numbers for a symmetric ion

Take the model values $t=1$ eV, $b=0.8$ eV, $q=1$ Å$^{-1}$ and $\varepsilon_0=-0.3$ eV. The leads have $k_BT=0.05$ eV and chemical potentials $\mu_L=0.2$ eV and $\mu_R=-0.2$ eV, so electrons flow from left to right. The chemical-potential difference is imposed without a shift of the lead potentials. The electrostatic field and screening of a real contact are therefore left out.

At $E=0$, $k=\pi/2$ and

$$
D=0.3\ \text{eV}+i\,\frac{2(0.8)^2}{1}\ \text{eV}=(0.3+1.28i)\ \text{eV},\qquad |D|^2=1.7284\ \text{eV}^2 .
$$

The kernel and transmission follow:

$$
w_L=\frac{2\times1\times0.64\times0.3}{\pi\times1\times1.7284}\ \text{Å}^{-1}=0.0707\ \text{Å}^{-1},
\qquad T=\frac{4\times0.64^2}{1.7284}=0.948 .
$$

Treating the kernel as constant over the 0.4 eV bias window gives the estimate

$$
F\approx2\times0.4\ \text{eV}\times0.0707\ \text{Å}^{-1}=0.0566\ \text{eV/Å}.
$$

The full energy integral, evaluated by the midpoint rule with 6000 points in $k$, gives $F=0.0565$ eV/Å, or 0.0905 nN. The ion is pulled along the electron flow. At this position mirror symmetry removes both the equilibrium electronic force and the ion–ion force, so this is the whole adiabatic force in the model.

The absence of bound states can be seen from the density at the ion. A bound state here must have weight on the ion: if $\psi_0=0$, the decaying lead waves also vanish. It would reduce $\sum_\alpha\int dE\,|\psi_{\alpha E,0}|^2$ below one. The same midpoint integration gives 1.0000 for this sum.

The particle current is the arrival rate $1/(2\pi\hbar)$ per energy and spin, multiplied by $T$ and the occupation difference:

$$
I=\frac{2e}{2\pi\hbar}\int dE\,T(E)\,(f_L-f_R)=29.3\ \mu\text{A}.
$$

Here $e>0$, and $I$ is counted positive along the electron flow. The conventional electric current has the opposite direction.

The same force can be obtained without scattering states. Take 200 sites in each lead, fill the two isolated leads separately, and leave the ion empty. Connect them and propagate the density matrix by diagonalizing the finite Hamiltonian. After $150\hbar/\text{eV}=98.7$ fs the Ehrenfest expectation value is 0.0565 eV/Å. The largest group speed is $2t/\hbar$ sites per unit time, so a signal needs $200\hbar/\text{eV}$ to reach an end and return. The reading is taken before that reflection arrives.

Changing the ion level to $\varepsilon_0=+0.3$ eV reverses the force to $-0.0565$ eV/Å. To see why, replace $E$ by $-E$, $k$ by $\pi-k$ and $\varepsilon_0$ by $-\varepsilon_0$. At $x=0$ this reverses $\mathrm{Re}D$ but leaves $\sin k$ and $|D|$ unchanged. For chemical potentials placed symmetrically about zero, $f_L-f_R$ is even in $E$. The integrated force therefore changes sign while its magnitude stays the same. The flow direction alone does not determine the direction of the force in this model.

### Numbers away from the symmetric point

Return to $\varepsilon_0=-0.3$ eV and place the ion at $x=0.05$ Å. The scattering integral gives

$$
F=0.1897\ \text{eV/Å}+0.0562\ \text{eV/Å}=0.2459\ \text{eV/Å},
$$

where the first number is the sum part and the second the difference part. The sum part, which vanishes at the symmetric position, is the larger of the two. This is not the net force on the ion, because the ion–ion repulsion is not included and no longer vanishes by symmetry.

With both chemical potentials at zero, the scattering integral gives 0.1915 eV/Å. A central difference of $-\Omega$ for the finite chain, with displacements of 0.001 Å, gives the same value to these digits. The total change caused by the bias is thus

$$
0.2459\ \text{eV/Å}-0.1915\ \text{eV/Å}=0.0544\ \text{eV/Å}.
$$

It is smaller than the difference part by 0.0018 eV/Å, because the bias also lowers the sum part by that amount. If "current-induced" means the change from equilibrium, the difference part alone is not the answer at this position.

### The size of the neglected lag

To estimate the velocity correction at $x=0$, let the ion approach that point at constant speed for $50\hbar/\text{eV}$. Each lead has 60 sites, and the density matrix is advanced in 200 steps, with the Hamiltonian evaluated at the middle of each step. Subtracting the force from an identical run with the ion at rest isolates the effect of motion, up to a remnant of the connection transient and the finite lead length, which leave the last digit of the values below uncertain by about one unit.

At 300 m/s to the right the difference is $-0.00237$ eV/Å, and at half that speed it is $-0.00119$ eV/Å. The ratio is 2.00, in accord with a leading correction linear in velocity. At 300 m/s its magnitude is

$$
\frac{0.00237}{0.0565}=0.042,
$$

or about 4% of the adiabatic force at $x=0$. The negative sign means that the lag opposes this motion, for these parameters.

### Where the result stops

The scattering-state force assumes that electrons keep their energy while crossing the region near the ion. Inelastic scattering changes the occupations there, so $f_L$ and $f_R$ no longer determine the density matrix by themselves. With bound states or rapid motion the formula can fail for the separate reasons found above.

In a real metal, the self-consistent density includes screening charges and charges on the contacts. Their electric field acts on the ion through the electron density in $\langle\partial_xH\rangle$, together with any classical external field acting on the ionic charge. A calculation that fixes the mean field, as in the chain, omits this response. In a self-consistent calculation $\partial_xS$ must be taken with the screening potential held fixed; the derivative of the relaxed $S$ also contains the change of that potential and does not give the force. For the same reason the equilibrium force is then the slope of the full mean-field grand potential, with its double-counting terms, and not of the one-electron $\Omega$ with relaxed levels. The scattering-matrix formula also needs a local $\partial_xH$. For a long-range bare ionic potential, the expectation value and the classical ionic terms must be treated together before the region is cut off.
